# Dipole of an insulating slab when one interior atomic plane moves

A slab calculation has returned the change of dipole when one interior cation plane is moved along the surface normal, and the number is to enter a lattice-dynamics model as a Born charge. The decision is whether to use it as it stands or to multiply it by the electronic permittivity first. For the film worked out below the two choices are 1.07 and 2.44 elementary charges. The answer depends on the electrical boundary condition, so that is fixed first.

## 1. The setting

The slab is insulating and periodic in its plane, with normal $z$ and surface-cell area $A$. It stands in vacuum with no applied field and, before anything moves, no macroscopic field inside. One atom per surface cell, all in the same interior plane, is moved by $u$ along $z$. All other nuclei are clamped; the electrons relax. With $p$ the slab dipole per surface cell, the claim is, to first order in $u$,

$$\Delta p=\frac{eZ^*}{\varepsilon}\,u .$$

Here $\varepsilon$ is the $zz$ component of the bulk relative permittivity with nuclei clamped, and $Z^*$ is the $zz$ component of the Born charge, defined in the bulk at zero macroscopic field $\mathcal E$:

$$eZ^*=\Omega\left.\frac{\partial P}{\partial u}\right|_{\mathcal E=0}.$$

In this definition one atom in every cell of volume $\Omega$ moves by $u$, and $P$ is the polarization. If a layer contains several species, "the plane" means one of its sublattices.

## 2. Simple case: a whole sublattice moves

Let every equivalent cation of a thick slab move by the same $u$, with $\Omega$ now the volume per cation. At zero field the polarization would be $P_0=eZ^*u/\Omega$. A field $\mathcal E$ adds the electronic response:

$$P=P_0+\varepsilon_0(\varepsilon-1)\mathcal E .$$

The normal component of $D=\varepsilon_0\mathcal E+P$ is continuous at a surface without free charge, and it is zero in the vacuum. Hence $\varepsilon_0\mathcal E=-P$ inside, and

$$P=P_0-(\varepsilon-1)P\quad\Rightarrow\quad \varepsilon P=P_0\quad\Rightarrow\quad P=\frac{P_0}{\varepsilon}.$$

Each cation occupies the volume $\Omega$, so its share of the dipole is $\Omega P=eZ^*u/\varepsilon$.

Two limits show the meaning. For $\varepsilon\to1$ the electrons do not respond to the field, and the Born charge appears undivided. For $\varepsilon\to\infty$ at fixed $Z^*$, the induced polarization cancels the dipole.

This argument uses a macroscopic field that is uniform over many layers. A single moved plane does not supply one. To first order the contributions of the planes add, and planes deep inside a thick slab are equivalent, so each must contribute this same share. The next section derives the result for one plane directly and shows what it has to do with a force.

## 3. General case: exchange the cause and the effect

Apply a weak external field $\mathcal E_{\rm ext}$ along $z$, and let $U$ be the slab energy per surface cell without its coupling to that field. The electronic state minimizes

$$H(u,\mathcal E_{\rm ext})=\min\left[\,U-\mathcal E_{\rm ext}\,p\,\right].$$

At the minimum, a small change of the electronic state does not alter $H$ to first order. Only the explicit dependence on the field and on the nuclear position remains, so

$$p=-\frac{\partial H}{\partial\mathcal E_{\rm ext}},\qquad f=-\frac{\partial H}{\partial u},$$

where $f$ is the force along $z$ on the atom. While the gap stays open $H$ is smooth, and its mixed second derivatives are equal:

$$\frac{\partial p}{\partial u}=\frac{\partial f}{\partial\mathcal E_{\rm ext}} .$$

The dipole produced by moving the plane can therefore be found from the force that a uniform external field exerts on an unmoved atom. That problem does have a macroscopic field in the interior.

**Field.** In-plane periodicity leaves no macroscopic in-plane field. Continuity of $D_z$ gives $\varepsilon_0\mathcal E_{\rm ext}=\varepsilon_0\varepsilon\,\mathcal E_{\rm in}$, so $\mathcal E_{\rm in}=\mathcal E_{\rm ext}/\varepsilon$.

**Force.** For a bulk cell of fixed volume at fixed macroscopic field, the enthalpy is $H_b=U_b-\Omega\mathcal E P$. The same two derivatives give

$$\Omega\frac{\partial P}{\partial u}=\frac{\partial f}{\partial\mathcal E},$$

and at zero field the left side is $eZ^*$ by definition. The field therefore adds the force $eZ^*\mathcal E$ on each atom of the sublattice.

**Locality.** The physical input is that, in a gapped slab, an atom far from both surfaces has the same surroundings as a bulk atom in the field $\mathcal E_{\rm in}$. Then

$$\frac{\partial f}{\partial\mathcal E_{\rm ext}}=eZ^*\,\frac{\mathcal E_{\rm in}}{\mathcal E_{\rm ext}}=\frac{eZ^*}{\varepsilon},$$

which is the claim. Section 6 examines how deep "far" has to be.

**Limit: rigid motion.** Moving a neutral crystal as a whole leaves its polarization unchanged, so the Born charges in a cell sum to zero. If a layer holds one cation and one anion, and all cations are equivalent and all anions too, their charges are opposite. Moving a complete interior layer then gives no first-order dipole.

The same reasoning shows why the clamping matters. Hold one plane of a stable free slab at $u$ and let all other nuclei relax. The slab can follow rigidly and recover its minimum energy, and the dipole change is then zero. The formula is thus a coefficient for a given pattern of displacements. To first order, contributions from several interior planes add.

## 4. Where the potential changes

With $D=0$ on the macroscopic scale, $\mathcal E=-P/\varepsilon_0$, where $P$ now denotes the change caused by the moved plane. It is confined near that plane, so the field vanishes on both sides, while the potential $\phi$ differs between them:

$$\Delta\phi=-\int\mathcal E\,dz=\frac{1}{\varepsilon_0}\int P\,dz=\frac{\Delta p}{\varepsilon_0A}.$$

The side towards which a positive dipole points lies higher. The surfaces see a shifted constant potential and no field, which is why they do not add to the dipole of a deep plane.

## 5. Second case: electrodes or a periodic supercell

Suppose the film, of thickness $L$, lies between short-circuited ideal electrodes with total vacuum thickness $g$. A periodic supercell without a dipole correction imposes the same condition, because the potential must return to its value after the length $L+g$.

A vacuum field $\mathcal E_{\rm ext}$ now appears. For a thick film it adds the polarization

$$\varepsilon_0(\varepsilon-1)\frac{\mathcal E_{\rm ext}}{\varepsilon}=\varepsilon_0\left(1-\frac1\varepsilon\right)\mathcal E_{\rm ext},$$

so that

$$\Delta p=\frac{eZ^*u}{\varepsilon}+AL\varepsilon_0\left(1-\frac1\varepsilon\right)\mathcal E_{\rm ext}.$$

Everywhere $\mathcal E=\mathcal E_{\rm ext}-P/\varepsilon_0$. Integrating over $L+g$ and setting the voltage to zero gives $\varepsilon_0A\,\mathcal E_{\rm ext}=\Delta p/(L+g)$. Inserting this and multiplying by $\varepsilon$,

$$\Delta p\left[\varepsilon-(\varepsilon-1)\frac{L}{L+g}\right]=eZ^*u .$$

For $g\to\infty$ the bracket is $\varepsilon$ and the isolated result returns. For $g=0$ it is 1, and the film dipole is $eZ^*u$. This settles the opening question. A slab with a working dipole correction gives $Z^*/\varepsilon$, to be multiplied by $\varepsilon$. An uncorrected supercell gives a value in between that depends on the vacuum thickness.

With the bulk values of the next section and $g=L$, the bracket is $2.276-1.276/2=1.638$, and the apparent charge is $2.435/1.638=1.49$. This estimate treats the film as a uniform dielectric with sharp surfaces; an explicit uncorrected supercell of the 24-layer model with $g=L$ gives 1.47, about 1.4 % lower.

## 6. A quantum model in which the claim could fail

The film has 24 layers of the rocksalt (001) type, with lattice constant 0.42 nm, layer spacing $d=0.21$ nm and $A=0.42^2/2=0.0882$ nm². Each surface cell holds two columns in which cations and anions alternate, offset so that every layer contains one of each. Each site has one orbital, with energy $+4$ eV on cations and $-4$ eV on anions. Electrons hop between neighbours in a column with amplitude

$$t(r)=1.6\ \mathrm{eV}\;e^{-(r-d)/(0.1\ \mathrm{nm})}.$$

Two electrons per cation–anion pair, core charges $+2$ on cations and 0 on anions, and a self-consistent Hartree potential of charge sheets smeared over 0.05 nm complete the model. It is a mean-field model with electrostatics averaged over each layer.

The bulk quantities come from a periodic calculation with period $2d$ and zero macroscopic field. The Born charge follows from the core charge and the shift of the electronic centres $\bar z_c$, one per column $c$ and doubly occupied:

$$Z^*=2-2\sum_c\frac{d\bar z_c}{du}.$$

The centres are obtained from the Berry phases of the filled bands. The result is $Z^*=2.435$. The static cation charge is 1.88; the difference arises because the moving cation changes its two hopping amplitudes and so drives electrons between sites.

For the permittivity, second-order perturbation theory with the coupling $e\mathcal Ez$ lowers the energy of each filled state by $e^2\mathcal E^2|z_{cv}|^2/(E_c-E_v)$, where $c$ and $v$ now label the empty and filled bands. The dipole is minus the field derivative of the energy, which gives a factor 2, and spin gives another:

$$\varepsilon=1+\frac{4e^2}{\varepsilon_0\,2dA}\sum_{\rm columns}\left\langle\frac{|z_{cv}|^2}{E_c-E_v}\right\rangle_k=2.276 .$$

The angle brackets average over wave number. No local-field term is needed here: inversion about a site reverses the field but leaves the site occupation unchanged, so occupations do not change to first order.

The prediction is $2.435/2.276=1.070$. Separate slab calculations with open boundaries tested it:

- Moving a central cation plane by $\pm10^{-4}$ nm gives $\partial p/\partial u=1.070\,e$, in agreement within 0.02 %.
- The mixed derivative of the total energy, which is the force per external field, also gives $1.070\,e$.
- The ratio of external to interior field is 2.276, the bulk permittivity.
- A central anion gives $-1.070\,e$, and a complete layer gives zero to within numerical error.
- The potential change is flat, within 0.2 % of the step, over the six lowest and the five highest layers.

**Limit: approach to the surface.** For a cation in the first layer the coefficient exceeds $Z^*/\varepsilon$ by 38 %. In the second, third and fourth layers the deviations are $-3.2$ %, $+0.52$ % and $-0.07$ %, and by the fifth layer the deviation is about 0.01 %. In this model "interior" therefore begins at the third layer if 1 % is enough. A material with a smaller gap relative to its hopping can be expected to need more depth, though this was not computed.

**Limit: thin slabs.** In a slab of four layers the central cation is in the third layer from one side and the second from the other. Its deviation is $-2.7$ %, close to the sum $0.5-3.2$ of the two single-surface values. With six and eight layers the deviations are $+0.45$ % and $-0.06$ %, which follow the same sum. Here the two surfaces act nearly independently, and even a film of six layers has a usable interior.

## 7. Five picometres in a five-nanometre film

Move the central cation plane by $u=5.0$ pm. Without screening the dipole would be $2.435\times5.0=12.2$ e pm. For the isolated film it is

$$\Delta p=1.070\times5.0=5.35\ e\,\mathrm{pm}=0.257\ \mathrm{D}$$

per moved atom. With $e/\varepsilon_0=18.1$ V nm, the potential step is

$$\Delta\phi=\frac{18.1\times0.00535}{0.0882}\ \mathrm V=1.10\ \mathrm V .$$

Omitting the division by $\varepsilon$ would give 2.50 V. A displacement of about one fortieth of the layer spacing thus shifts the two sides of the film by more than a volt, because all atoms of the plane move together.

Read in the other direction, the same coefficient gives a force. An external field of 5.0 MV/cm, which is 0.50 V/nm, becomes $5.0/2.276=2.2$ MV/cm inside. It pulls an interior cation with $1.070\times0.50=0.53$ eV/nm.

The linear, cold, gapped description can be checked against these numbers:

- **Nonlinearity.** The full slab calculation at 5 pm gives a dipole 0.8 % below the linear value. Reflection in the moved plane reverses both $u$ and $\Delta p$, so deep in the film the leading correction to the dipole is cubic. Its relative size grows as $u^2$, which suggests about 3 % at 10 pm.
- **Charge transfer.** The step is 0.14 of the 8.0 eV gap, so filled states on one side remain well below empty states on the other. The 5.0 MV/cm example drops 1.1 V across the film, also far below the gap. A step comparable with the gap would let charge cross the film, and the formula would fail. For a single moved plane in this model the nonlinearity sets the limit earlier: at 20 pm the dipole is already 12 % below the linear value while 4.2 eV of the gap remain.
- **Temperature.** For an independent oscillator of mass $M$ and angular frequency $\omega$, $\langle u^2\rangle=(\hbar/2M\omega)\coth(\hbar\omega/2k_BT)$. With the mass of magnesium and a rough quantum of 50 meV, the rms displacement at 300 K is 4.8 pm, of the same order as the imposed 5.0 pm; the value depends on the rough quantum (5.8 pm for 40 meV) and on the mass (5.9 pm for oxygen at 50 meV). The step averages over many atoms: if all ions move independently with this amplitude, its rms noise over a 100 nm² patch is about 0.2 V. Correlated motion changes this estimate, since an interior layer moving rigidly contributes nothing to first order.

## 8. Beside magnesium oxide

The geometry and the gap near 8 eV lie in the rough regime of MgO(001), but the model is not a first-principles calculation of that material. Rough values for MgO are $Z^*\approx2$ and $\varepsilon\approx3$, which give a ratio of 0.67. The model's 1.07 is 1.6 times larger: its Born charge is too high by a factor of about 1.2 and its permittivity too low by about 1.3. It omits polarization within each ion and lateral hopping; their separate shares were not determined. With the rough MgO ratio, the same 5 pm would give a step of roughly $1.10/1.6\approx0.7$ V.

A film in a capacitor breaks the assumption of isolation. With ideal short-circuited electrodes in contact, Section 5 gives, in the limit of a thick film, a dipole larger by the factor $\varepsilon$: 12.2 instead of 5.35 e pm with the model's bulk values, and about three times the isolated value for the rough MgO permittivity. For a finite film the value also depends on where the electrode planes lie. At 24 layers the model gives about 4 % less than the thick-film limit if they lie half a layer spacing outside the outermost nuclei, and slightly more than the limit, by less than 1 %, if they pass through those nuclei. The latter figure depends on how the smeared charge at the electrode plane is counted: 0.8 % with the charges taken as sheets at the nuclei, 0.1 % if the same length is closed periodically so that the smeared end layers overlap. Both deviations fall roughly inversely with the thickness. Nuclei that are free to move break the clamping, and their displacements must then be included in the sum over planes.

## Computed values

```
lattice constant: 0.42 nm
layer spacing: 0.21 nm
surface cell area: 0.0882 nm^2
on-site energies: +/- 4.0 eV
hopping at rest: 1.6 eV
hopping decay constant: 10.0 1/nm
sheet smearing width: 0.05 nm
layers in slab: 24
film thickness, layers x spacing: 5.04 nm
slab gap: 8.010 eV
static cation charge in bulk: 1.8803 e
bulk Born charge Z*: 2.43540
bulk electronic permittivity: 2.27639
predicted Z*/eps: 1.06985
slab dipole derivative, direct: 1.06985 e
slab force per external field, from energies: 1.06985 e
external/interior field ratio in slab: 2.27639
anion dipole derivative: -1.06985 e
rigid layer dipole derivative: 1.8e-11 e
deviation, cation in layer 1 from surface: 37.8550 %
deviation, cation in layer 2 from surface: -3.1804 %
deviation, cation in layer 3 from surface: 0.5199 %
deviation, cation in layer 4 from surface: -0.0680 %
deviation, cation in layer 5 from surface: 0.0093 %
deviation, cation in layer 6 from surface: -0.0016 %
deviation, central cation of 4-layer slab: -2.6909 %
deviation, central cation of 6-layer slab: 0.4514 %
deviation, central cation of 8-layer slab: -0.0585 %
deviation, central cation of 12-layer slab: -0.0014 %
example displacement: 5.0 pm
unscreened dipole Z*u: 12.177 e pm
dipole change per atom: 5.349 e pm
same dipole change: 0.2569 D
potential step across film: 1.0975 V
potential step if unscreened: 2.4982 V
nonlinear deviation at this displacement: -0.7945 %
potential step / gap: 0.1370
external field in force example: 5.0 MV/cm
interior field: 2.196 MV/cm
voltage across film in that field: 1.107 V
force on interior cation: 0.5349 eV/nm
rough phonon quantum: 50 meV
temperature: 300 K
thermal rms displacement of one cation: 4.80 pm
averaging patch area: 100 nm^2
rough thermal noise of step over patch: 0.2167 V
rough MgO values Z*, eps: 2, 3
ratio from rough MgO values: 0.67
model ratio / rough MgO ratio: 1.60
```
